# The Wigner d-matrix in terms of Jacobi polynomials: two derivations, part 2

For $d\equiv d^j_{m'm}(\beta)=\langle j m'|e^{-i\beta J_y}|j m\rangle$, with $\hbar=1$ (Hartree atomic units), $s=\sin(\beta/2)$, $c=\cos(\beta/2)$ and $x=\cos\beta$, the formula to be proved is

$$d^j_{m'm}(\beta)=\xi\,N\,s^{a}c^{b}\,P_k^{(a,b)}(\cos\beta),\qquad N=\sqrt{\frac{k!\,(k+a+b)!}{(k+a)!\,(k+b)!}},\tag{1}$$

where $a=|m'-m|$, $b=|m'+m|$, $k=j-\max(|m|,|m'|)$. By region:

| region | condition | $k$ | $a$ | $b$ | $\xi$ |
|---|---|---|---|---|---|
| I | $m'\ge \lvert m\rvert$ | $j-m'$ | $m'-m$ | $m'+m$ | $(-1)^{m'-m}$ |
| II | $m\ge \lvert m'\rvert$ | $j-m$ | $m-m'$ | $m+m'$ | $+1$ |
| III | $-m\ge \lvert m'\rvert$ | $j+m$ | $m'-m$ | $-m-m'$ | $(-1)^{m'-m}$ |
| IV | $-m'\ge \lvert m\rvert$ | $j+m'$ | $m-m'$ | $-m-m'$ | $+1$ |

$$2k+a+b=2j.\tag{2}$$

The Condon–Shortley convention and the rotation are

$$J_\pm|jm\rangle=\sqrt{(j\mp m)(j\pm m+1)}\;|j\,m\pm1\rangle,\qquad J_\pm=J_x\pm iJ_y,\tag{3}$$

$$G\equiv-iJ_y=-\tfrac12(J_+-J_-),\qquad R(\beta)=e^{\beta G}.\tag{4}$$

The Jacobi polynomial satisfies

$$P_k^{(a,b)}(x)=\frac{(-1)^k}{2^k k!}\,\frac{1}{\rho(x)}\frac{d^k h}{dx^k},\qquad \rho=(1-x)^a(1+x)^b,\qquad h=(1-x)^{k+a}(1+x)^{k+b}.\tag{5}$$

$$P_k^{(a,b)}(x)=\sum_{t=0}^k\binom{k+a}{k-t}\binom{k+b}{t}\Big(\frac{x-1}{2}\Big)^t\Big(\frac{x+1}{2}\Big)^{k-t}.\tag{6}$$

$$P_k^{(a,b)}(\cos\beta)=\sum_{t=0}^k(-1)^t\frac{(k+a)!\,(k+b)!}{(k-t)!\,(a+t)!\,t!\,(k+b-t)!}\;s^{2t}c^{2k-2t}.\tag{7}$$

$$P_k^{(a,b)}(1)=\binom{k+a}{k},\qquad P_k^{(a,b)}(-1)=(-1)^k\binom{k+b}{k}.\tag{8}$$

The first derivation models $|jm\rangle$ by $f_m=u^{j+m}v^{j-m}/\sqrt{(j+m)!\,(j-m)!}$. Rotation is the substitution $F(\beta;u,v)=f(cu+sv,-su+cv)$, with $\partial_\beta F=GF$. It proved (1) through Wigner's sum, with $\max(0,m-m')\le t\le\min(j+m,\,j-m')$, and three symmetries:

$$d^j_{m'm}=\sqrt{(j+m')!(j-m')!(j+m)!(j-m)!}\sum_t\frac{(-1)^{m'-m+t}\,c^{\,2j+m-m'-2t}\,s^{\,m'-m+2t}}{(j+m-t)!\;t!\;(m'-m+t)!\;(j-m'-t)!},\tag{10}$$

$$d_{m'm}=(-1)^{m'-m}d_{mm'}.\tag{11}$$

$$d_{m'm}=d_{-m,-m'}.\tag{12}$$

$$d_{m'm}=(-1)^{m'-m}d_{-m',-m}.\tag{13}$$

The second derivation obtained, with primes on $d$ denoting $\beta$-derivatives,

$$RJ_zR^{-1}=J_z\cos\beta+J_x\sin\beta.\tag{14}$$

$$d''+\cot\beta\,d'-\Big[\frac{a^2}{4s^2}+\frac{b^2}{4c^2}\Big]d+j(j+1)\,d=0.\tag{16}$$

It showed that $d=Kg$ for all real $\beta$, where $g(\beta)=s^ac^b\,P_k^{(a,b)}(\cos\beta)$. The constant $K$ remains to be found.

### Constant and phase from the lowest Taylor term

As $\beta\to0$, (8) gives $g=\binom{k+a}{k}(\beta/2)^a+O(\beta^{a+2})$. In $d=\sum_n\beta^n\langle m'|G^n|m\rangle/n!$, each factor $G$ changes the projection by one unit, so the terms with $n<a$ vanish, and at $n=a$ only the product with all steps in the same direction connects $m$ to $m'$. By (4) a raising step carries $-\tfrac12$ and a lowering step $+\tfrac12$.

For $m'\ge m$, the product of the elements (3) over the starting projections $\lambda=m,\dots,m'-1$ has $\prod(j-\lambda)=(j-m)!/(j-m')!$ and $\prod(j+\lambda+1)=(j+m')!/(j+m)!$. For $m'\le m$, over $\lambda=m,\dots,m'+1$, it has $\prod(j+\lambda)=(j+m)!/(j+m')!$ and $\prod(j-\lambda+1)=(j-m')!/(j-m)!$. Therefore

$$\langle m'|G^a|m\rangle=\frac{(-1)^a}{2^a}\sqrt{\frac{(j+m')!\,(j-m)!}{(j-m')!\,(j+m)!}}\quad(m'\ge m),\qquad \langle m'|G^a|m\rangle=\frac{1}{2^a}\sqrt{\frac{(j+m)!\,(j-m')!}{(j-m)!\,(j+m')!}}\quad(m'\le m).$$

The factorial arguments in each region follow from the definitions of $k$, $a$, $b$ and from (2):

| region | $j+m'$ | $j-m'$ | $j+m$ | $j-m$ |
|---|---|---|---|---|
| I | $k+a+b$ | $k$ | $k+b$ | $k+a$ |
| II | $k+b$ | $k+a$ | $k+a+b$ | $k$ |
| III | $k+a$ | $k+b$ | $k$ | $k+a+b$ |
| IV | $k$ | $k+a+b$ | $k+a$ | $k+b$ |

Rows I and III inserted in the first root, and rows II and IV in the second, all give $\sqrt{(k+a+b)!\,(k+a)!/[k!\,(k+b)!]}$. Equating the coefficients of $\beta^a$ in $d=Kg$, with $\xi=(-1)^a$ for $m'\ge m$ and $+1$ for $m'\le m$,

$$K\,\frac{(k+a)!}{k!\,a!\,2^a}=\frac{\xi}{a!\,2^a}\sqrt{\frac{(k+a+b)!\,(k+a)!}{k!\,(k+b)!}}\quad\Longrightarrow\quad K=\xi\sqrt{\frac{k!\,(k+a+b)!}{(k+a)!\,(k+b)!}}=\xi N .$$

This is (1) in all four regions. The phase counts the raising steps needed to go from $m$ to $m'$, one minus sign for each.

## What each derivation assumes

Both start from the ladder elements (3), the sign of the exponent in (4) and the definition (5). The first uses (3) at the outset, to certify that the monomials $f_m$ carry the same matrices as the states $|jm\rangle$; after that it needs only the uniqueness of the solution of a linear system with constant coefficients and the binomial theorem. It yields magnitude and sign together, holds for all $\beta$ at every step, and produces Wigner's sum (10) on the way. The match with (7) was written out in region I and carried to the other three regions by the symmetries (11) to (13). It can also be made directly, with the $k$, $a$, $b$ of the table: in region III as (10) stands, and in regions II and IV after the shift $t\to t+m-m'$ of the summation index. The cost of this derivation is that the Jacobi polynomial appears as a sum that happens to match, with no reason given for it.

The second obtains (16) from the commutation relations and the eigenvalues of $J^2$ and $J_z$ alone. Equation (16) is linear and homogeneous, so it holds for any choice of phases of the basis states and, because it contains only $a^2$ and $b^2$, cannot tell the four regions apart. It explains the polynomial: the factors $s^a$ and $c^b$ absorb the terms $a^2/4s^2$ and $b^2/4c^2$, which diverge at $\beta=0$ and $\beta=\pi$, and leave the constant $k(k+a+b+1)$ in their place; what remains is the Jacobi equation, which still has singular points at $x=\pm1$. The argument needs two analytic facts that the first does without, boundedness at $\beta=0$ to discard the second solution and analyticity to leave the interval $(0,\pi)$. The Condon–Shortley convention enters at a single place, the Taylor coefficient, and this isolates the origin of $\xi$. That $k$ is a non-negative integer is an input to both, taken from the known spectrum of $J^2$ and $J_z$. The first derivation uses the full sum (7); the second uses from it only that $P_k^{(a,b)}$ is a polynomial and its value at $x=1$.

## Limits and consequences

At $\beta=0$ the factor $s^a$ kills every element with $a>0$. For $a=0$ one has $N=1$, $P_k^{(0,b)}(1)=1$ and $\xi=1$, so $d$ is the unit matrix. At $\beta=\pi$ the factor $c^b$ leaves only $b=0$, that is $m'=-m$, where $N=1$ and $P_k^{(a,0)}(-1)=(-1)^k$. For $m\ge0$ one has $\xi=1$ and $k=j-m$. For $m<0$ one has $\xi=(-1)^{-2m}$ and $k=j+m$, with total exponent $j-m$ again. So $d^j_{m'm}(\pi)=(-1)^{j-m}\delta_{m',-m}$.

Under $\beta\to\beta+2\pi$ both $s$ and $c$ change sign, and $(-1)^{a+b}=(-1)^{2j}$ by (2), so $d(\beta+2\pi)=(-1)^{2j}d(\beta)$. For $m=m'=0$, $j=l$, one has $a=b=0$, $k=l$, and (5) becomes $\frac{1}{2^ll!}\frac{d^l}{dx^l}(x^2-1)^l$, so $d^l_{00}=P_l(\cos\beta)$, the Legendre polynomial.

For fixed $m',m$ the parameters $a,b$ do not depend on $j$, and the orthogonality of Jacobi polynomials becomes orthogonality in $j$. For any polynomial $Q$, $k$ integrations by parts in (5) give

$$\int_{-1}^1\rho\,P_k^{(a,b)}Q\,dx=\frac{1}{2^kk!}\int_{-1}^1h\,\frac{d^kQ}{dx^k}\,dx .$$

The boundary terms vanish because $h$ has zeros of order at least $k$ at both ends and is differentiated at most $k-1$ times in them, and the $(-1)^k$ from the integrations cancels the one in (5). If $Q$ has degree below $k$ the integral is zero. For $Q=P_k^{(a,b)}$ the $k$-th derivative is $k!$ times the leading coefficient, which by (6) is $2^{-k}\sum_t\binom{k+a}{k-t}\binom{k+b}{t}=2^{-k}\binom{2k+a+b}{k}$; the sum is the coefficient of $y^k$ in $(1+y)^{k+a}(1+y)^{k+b}$, and it is not zero, so the degree is exactly $k$. The remaining integral $I(p,q)=\int_{-1}^1(1-x)^p(1+x)^qdx$ obeys $I(p,q)=\frac{p}{q+1}I(p-1,q+1)$ by one integration by parts, and $I(0,n)=2^{n+1}/(n+1)$, so $I(p,q)=2^{p+q+1}p!\,q!/(p+q+1)!$. Hence

$$\int_{-1}^1\rho\,P_k^2\,dx=\frac{1}{2^{2k}}\,\frac{(2k+a+b)!}{k!\,(k+a+b)!}\,\frac{2^{2k+a+b+1}(k+a)!\,(k+b)!}{(2k+a+b+1)!}=\frac{2^{a+b+1}}{2j+1}\,\frac1{N^2}.$$

Since $s^{2a}c^{2b}=2^{-a-b}\rho$ and $\sin\beta\,d\beta=-dx$,

$$\int_0^\pi d^{\,j}_{m'm}\,d^{\,j'}_{m'm}\sin\beta\,d\beta=\frac{2\,\delta_{jj'}}{2j+1},$$

which is $0.222222$ for $j=j'=4$.

The element changes sign exactly $k$ times in $0<\beta<\pi$. Suppose $P_k$ changed sign at only $r<k$ points $x_i$ of $(-1,1)$. Then $Q=\prod_i(x-x_i)$ would make $\rho P_kQ$ of one sign, with a non-zero integral, against the orthogonality to all polynomials of degree below $k$. So $r\ge k$, the degree gives $r\le k$, and $s^ac^b>0$ adds no zero. Elements on the rim of the matrix, $k=0$, have no node.

## Dependence on conventions, and variants of the formula

The phase belongs to the convention. With $e^{+i\beta J_y}$ the matrix is transposed, and $(-1)^{m'-m}$ moves to the side $m'\le m$. Rephasing the states as $|jm\rangle\to(-1)^{j-m}|jm\rangle$ multiplies each element by $(-1)^{m'-m}$ and has the same effect. Only elements with odd $a$ notice the difference, so a test on diagonal elements or on squares $d^2$ cannot detect a mixed convention.

Writing $(-1)^{m'-m}$ for all index pairs makes the matrix symmetric, in contradiction to (11). Exchanging $a$ and $b$ in the polynomial is another error; the index $a$ goes with the sine and with the end $x=1$. Replacing $s^ac^b$ by the positive roots $[(1-x)/2]^{a/2}[(1+x)/2]^{b/2}$ is correct for every element when $0\le\beta\le\pi$. Outside that range $s$ or $c$ can be negative; the roots give $|s|^a|c|^b$, which has the wrong sign wherever $s^ac^b<0$, and the factor $(-1)^{2j}$ under $\beta\to\beta+2\pi$ is lost. The region I assignments $k=j-m'$, $a=m'-m$, $b=m'+m$ can be carried into the other regions, at the price of a negative $a$ or $b$. The exponents $k+a=j-m$ and $k+b=j+m$ in $h$ stay non-negative, and in the Leibniz expansion of (5) the terms with $a+t<0$ or $k+b-t<0$ vanish, because a polynomial is differentiated more often than its degree. The surviving range $\max(0,m-m')\le t\le\min(j+m,j-m')$ is that of (10), so $(-1)^{m'-m}Ns^ac^bP$ still equals $d$ wherever $s$ and $c$ are non-zero. For $j=\tfrac12$, $m'=-\tfrac12$, $m=\tfrac12$ one has $k=1$, $a=-1$, $b=0$, $N=1$, $P=-s^2$ and $d=(-1)s^{-1}(-s^2)=s$. In this form, however, each negative index makes the prefactor singular at its own end of the interval, $a$ at $x=1$ and $b$ at $x=-1$, and the polynomial carries the compensating factor $(1-x)^{|a|}$ or $(1+x)^{|b|}$. Inside region IV both indices are negative and both factors appear. Its degree $j-m'$ exceeds the number of nodes, and $\rho$ is not integrable. The arguments above that use $P_k(1)\neq0$, the orthogonality and the node count need the non-negative $a$, $b$ of the table.

## Worked example: a $J=4$ multiplet

Take $J=4$. The chosen angle is $\beta=\pi/3=1.047198$ rad, so $x=0.5$, $s=0.5$, $c=0.866025$, $s^2=\tfrac14$, $c^2=\tfrac34$.

### One element from each region

The pairs $(m',m)=(2,1),(1,2),(-1,-2),(-2,-1)$ lie in regions I, II, III, IV, and all have $a=1$, $b=3$, $k=4-2=2$. The normalization is $N^2=2!\,6!/(3!\,5!)=2$, $N=1.414214$. The three terms of (6) are

$$\binom32\binom50\Big(\frac34\Big)^2=1.6875,\qquad-\binom31\binom51\frac14\cdot\frac34=-2.8125,\qquad\binom30\binom52\Big(\frac14\Big)^2=0.625,$$

and their sum is $P_2^{(1,3)}(\tfrac12)=-0.5$. With $s\,c^3=0.324760$,

$$N\,s\,c^3P=1.414214\times0.324760\times(-0.5)=-0.229640=-\frac{3\sqrt6}{32}.$$

The phases are $\xi=-1,+1,-1,+1$, so $d_{2,1}=d_{-1,-2}=+0.229640$ and $d_{1,2}=d_{-2,-1}=-0.229640$, which is what the matrix exponential returns. At this angle the sign of each element is opposite to $\xi$, because the polynomial, positive at $x=1$ by (8), has passed one of its two zeros. The phase $\xi$ is the sign of $d$ from $\beta=0$ up to the first zero of the polynomial, and the sign flips at each of the $k$ zeros in $0<\beta<\pi$.

### A tilted state in an axial field

Take the state $R(\beta)|4,2\rangle$, with projection $m=2$ on the tilted axis, in the model crystal field $H=B\,[3J_z^2-J(J+1)]$, with eigenvalues $E_{m'}=B(3m'^2-20)$. The chosen input is $B=1.0\times10^{-5}$ hartree $=0.2721$ meV, which only sets the energy scale. The amplitudes are the column $m=2$:

| $m'$ | region | $k,a,b$ | $\xi$ | $N$ | $P$ | $d$ | $d^2$ |
|---|---|---|---|---|---|---|---|
| $+4$ | I | 0,2,6 | $+$ | 5.29150 | 1 | $+0.558088$ | 0.311462 |
| $+3$ | I | 1,1,5 | $-$ | 1.87083 | 0 | 0 | 0 |
| $+2$ | I | 2,0,4 | $+$ | 1 | $-0.75$ | $-0.421875$ | 0.177979 |
| $+1$ | II | 2,1,3 | $+$ | 1.41421 | $-0.5$ | $-0.229640$ | 0.052734 |
| $0$ | II | 2,2,2 | $+$ | 1.58114 | 0.75 | $+0.222348$ | 0.049438 |
| $-1$ | II | 2,3,1 | $+$ | 1.41421 | 3 | $+0.459279$ | 0.210938 |
| $-2$ | II | 2,4,0 | $+$ | 1 | 6.25 | $+0.390625$ | 0.152588 |
| $-3$ | IV | 1,5,1 | $+$ | 1.87083 | 4 | $+0.202523$ | 0.041016 |
| $-4$ | IV | 0,6,2 | $+$ | 5.29150 | 1 | $+0.062010$ | 0.003845 |

The row $m'=2$ lies on the border of I and II and the row $m'=-2$ on the border of II and IV; either label gives the same entries. A column with $m>0$ never enters region III.

The element $m'=3$ vanishes, and the zero is exact. For $k=1$, (7) gives $P_1^{(a,b)}=(1+a)c^2-(1+b)s^2$, whose single node lies at $\tan^2(\beta/2)=(1+a)/(1+b)$. For $a=1$, $b=5$ this is $\tfrac13$, which is $s^2/c^2$ at $\beta=\pi/3$. The output prints the value as $-0.000000$, where the minus sign carries no meaning. At this tilt a measurement of $J_z$ never returns $3$.

The weights sum to $1.000000$, as orthogonality of $R$ demands. The mean projection follows from (14) with $\beta\to-\beta$: $R^{-1}J_zR=J_z\cos\beta-J_x\sin\beta$. Since $J_x=\tfrac12(J_++J_-)$ has no diagonal element, $\langle J_z\rangle=m\cos\beta=1$. From the table,

$$4(0.311462-0.003845)+3(0-0.041016)+2(0.177979-0.152588)+(0.052734-0.210938)=1.0000 .$$

For the energy, square the rotated operator. The cross term has diagonal element $2m\langle m|J_x|m\rangle=0$. In $J_x^2=\tfrac14(J_+^2+J_-^2+J_+J_-+J_-J_+)$ only the last two terms are diagonal, and $J_+J_-+J_-J_+=2(J^2-J_z^2)$, so $\langle m|J_x^2|m\rangle=\tfrac12[J(J+1)-m^2]$. Then

$$3\langle J_z^2\rangle-J(J+1)=3m^2\big(\cos^2\beta-\tfrac12\sin^2\beta\big)+J(J+1)\big(\tfrac32\sin^2\beta-1\big).$$

The first bracket is $\tfrac12(3\cos^2\beta-1)=P_2(\cos\beta)$ and the second is its negative, so $\langle H\rangle=B\,[3m^2-J(J+1)]\,P_2(\cos\beta)$. Here $3m^2-J(J+1)=-8$ and $P_2=-0.125$, so $\langle H\rangle=1.0\times10^{-5}$ hartree $=0.2721$ meV. That it equals $B$ is an accident of the chosen $m$ and $\beta$. The sum over the table, with $E_{m'}/B=28,7,-8,-17,-20$ for $|m'|=4,3,2,1,0$, is

$$28(0.311462+0.003845)+7(0+0.041016)-8(0.177979+0.152588)-17(0.052734+0.210938)-20(0.049438)=1.0000,$$

and at full precision both routes give $1.000000\times10^{-5}$ hartree.

### A half-integer element

For $j=\tfrac52$, $(m',m)=(\tfrac32,\tfrac12)$ lies in region I with $k=1$, $a=1$, $b=2$, $\xi=-1$. Here $N^2=1!\,4!/(2!\,3!)=2$, $P_1^{(1,2)}=2\cdot\tfrac34-3\cdot\tfrac14=0.75$ and $sc^2=0.375$, so

$$d=-1.414214\times0.375\times0.75=-0.397748 .$$

At $\beta+2\pi$ the factor $sc^2$ changes sign while $\cos\beta$ does not, and the element is $+0.397748$.

## What the numerical check tests

The numerical check builds $G$ from the ladder elements (3) and takes the matrix exponential as the definition of $d$. For $2j\le12$ and six angles, including a negative one and one beyond $2\pi$, it compares this matrix with Wigner's sum (10) and with formula (1), using on the borders every regional formula that applies. Each region is tested on 1512 elements, and the largest deviation is $1.6\times10^{-13}$ for both forms. It verifies the polynomial model and the equation $\partial_\beta F=GF$ by symbolic algebra, and the step from (5) to (6), the value $P_k(1)$ and the leading coefficient by exact polynomial division. It checks the symmetries (11) to (13), the sign under $2\pi$ and the Legendre case on the exponential itself, the Taylor coefficient that fixes $K$ through powers of the matrix $G$, the orthogonality integral by Gauss–Legendre quadrature, and the number of nodes, for $2j=7$ and $8$, by counting sign changes on a grid. Equation (16) is not tested on its own; the check covers its solution and the constant $K$.

## Numbers as computed

```
elements tested per region (2j<=12, 6 angles): {'I': 1512, 'II': 1512, 'III': 1512, 'IV': 1512}
max |expm - Wigner sum|  = 1.6e-13
max |expm - Jacobi form| = 1.6e-13
input: J = 4, beta = pi/3 = 1.047198 rad, x = cos beta = 0.500000
sin(beta/2) = 0.500000, cos(beta/2) = 0.866025 (dimensionless)
Leibniz terms t=0,1,2 of P_2^(1,3): 1.687500, -2.812500, 0.625000
P_2^(1,3)(1/2) = -0.500000, N = 1.414214, s^a c^b = 0.324760
(m',m)=(+2,+1) region I: k=2 a=1 b=3 xi=-1 d=+0.229640 expm=+0.229640
(m',m)=(+1,+2) region II: k=2 a=1 b=3 xi=+1 d=-0.229640 expm=-0.229640
(m',m)=(-1,-2) region III: k=2 a=1 b=3 xi=-1 d=+0.229640 expm=+0.229640
(m',m)=(-2,-1) region IV: k=2 a=1 b=3 xi=+1 d=-0.229640 expm=-0.229640
3 sqrt(6)/32 = 0.229640
input: B = 1.0e-05 hartree = 0.2721 meV; column m = 2
m'=+4  I k=0 a=2 b=6 xi=+1 N=5.29150 P=+1.00000 d=+0.558088 d^2=0.311462 E/B=+28
m'=+3  I k=1 a=1 b=5 xi=-1 N=1.87083 P=+0.00000 d=-0.000000 d^2=0.000000 E/B=+7
m'=+2  I k=2 a=0 b=4 xi=+1 N=1.00000 P=-0.75000 d=-0.421875 d^2=0.177979 E/B=-8
m'=+1 II k=2 a=1 b=3 xi=+1 N=1.41421 P=-0.50000 d=-0.229640 d^2=0.052734 E/B=-17
m'=+0 II k=2 a=2 b=2 xi=+1 N=1.58114 P=+0.75000 d=+0.222348 d^2=0.049438 E/B=-20
m'=-1 II k=2 a=3 b=1 xi=+1 N=1.41421 P=+3.00000 d=+0.459279 d^2=0.210938 E/B=-17
m'=-2 II k=2 a=4 b=0 xi=+1 N=1.00000 P=+6.25000 d=+0.390625 d^2=0.152588 E/B=-8
m'=-3 IV k=1 a=5 b=1 xi=+1 N=1.87083 P=+4.00000 d=+0.202523 d^2=0.041016 E/B=+7
m'=-4 IV k=0 a=6 b=2 xi=+1 N=5.29150 P=+1.00000 d=+0.062010 d^2=0.003845 E/B=+28
sum d^2 = 1.000000, <J_z> = 1.000000 hbar, m cos beta = 1.000000
3m^2 - J(J+1) = -8, P_2(cos beta) = -0.125000
<H> from d^2 = 1.000000e-05 hartree = 0.2721 meV
<H> closed form = 1.000000e-05 hartree
orthogonality norm 2/(2J+1) = 0.222222
j=5/2 (3/2,1/2) region I: k=1 a=1 b=2 xi=-1 N=1.414214 P=0.750000 s^a c^b=0.375000
d^(5/2)_(3/2,1/2)(beta) = -0.397748
d^(5/2)_(3/2,1/2)(beta+2pi) = +0.397748
```
